# Short-range LDA exchange energy for the erfc interaction: test program

```python
# Short-range exchange of the spin-unpolarized uniform electron gas.
# Result under test (Hartree atomic units), interaction erfc(omega r)/r:
#   energy per electron = -(3 kF / 4 pi) F(a),   a = omega / (2 kF),
#   F(a) = 1 - (8/3) a [ sqrt(pi) erf(1/(2a)) - 3a + 4a^3
#                        + (2a - 4a^3) exp(-1/(4a^2)) ],
# together with its small-a and large-a expansions.
# n: density, kF = (3 pi^2 n)^(1/3): Fermi wave number,
# omega: range-separation parameter, t = q/(2 kF): reduced momentum transfer.
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.special import erfc, spherical_jn
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
mp.mp.dps = 70


def f_closed(a):
    """Closed form in double precision."""
    gauss = math.exp(-1 / (4 * a**2))
    bracket = (math.sqrt(math.pi) * math.erf(1 / (2 * a)) - 3 * a
               + 4 * a**3 + (2 * a - 4 * a**3) * gauss)
    return 1 - 8 * a / 3 * bracket


def f_small(a):
    """Small-a polynomial; works for floats and mpmath numbers."""
    root_pi = mp.sqrt(mp.pi) if isinstance(a, mp.mpf) else math.sqrt(math.pi)
    return 1 - 8 * root_pi * a / 3 + 8 * a**2 - 32 * a**4 / 3


def large_coefficient(m):
    """Coefficient of (4 a^2)^(-m) in the large-a series."""
    return sp.Rational(2 * (-1)**(m + 1),
                       (2 * m + 1) * (m + 2) * math.factorial(m + 1))


def f_large(a, terms):
    """Partial sum of the large-a series."""
    total = a * 0
    for m in range(1, terms + 1):
        c = large_coefficient(m)
        total += int(c.p) / (int(c.q) * (4 * a**2)**m)
    return total


def overlap(t):
    """Common fraction of two Fermi spheres shifted by q = 2 kF t."""
    return 1 - 3 * t / 2 + t**3 / 2


def f_momentum(a):
    """High-precision quadrature of the momentum-space integral."""
    points = [mp.mpf(i) / 10 for i in range(11)]
    return mp.mpf(8) / 3 * mp.quad(
        lambda t: -mp.expm1(-t**2 / (4 * a**2)) * overlap(t), points)


def energy_real_space(k_f, omega):
    """Exchange energy per electron from the one-particle density matrix."""
    n = k_f**3 / (3 * math.pi**2)

    def integrand(r):
        x = k_f * r
        return 4 * math.pi * r * (3 * spherical_jn(1, x) / x)**2 * erfc(omega * r)
    value = quad(integrand, 0, 6.5 / omega, limit=1000,
                 epsabs=1e-12, epsrel=1e-11)[0]
    return -n / 4 * value


# Fourier transform of the interaction, and its finite value at q = 0
omega_test = 0.7
for q in (0.3, 1.1, 2.9):
    numeric = quad(lambda r: 4 * math.pi / q * math.sin(q * r)
                   * erfc(omega_test * r), 0, 7 / omega_test, limit=300)[0]
    formula = 4 * math.pi / q**2 * (1 - math.exp(-q**2 / (4 * omega_test**2)))
    assert abs(numeric - formula) < 1e-8
volume_integral = quad(lambda r: 4 * math.pi * r * erfc(omega_test * r),
                       0, 7 / omega_test)[0]
assert abs(volume_integral - math.pi / omega_test**2) < 1e-8

# Explicit plane waves in a periodic box of side 2 pi (integer wave vectors).
# The autocorrelation counts occupied pairs for every momentum transfer.
index = np.fft.fftfreq(64, 1 / 64)
kx, ky, kz = np.meshgrid(index, index, index, indexing="ij")
q2 = kx**2 + ky**2 + kz**2
occupied = (q2 <= 225.5).astype(float)
orbitals = int(occupied.sum())
pairs = np.fft.ifftn(np.abs(np.fft.fftn(occupied))**2).real
volume = (2 * math.pi)**3
kf_box = (3 * math.pi**2 * 2 * orbitals / volume)**(1 / 3)
t_box = np.sqrt(q2) / (2 * kf_box)
inside = t_box < 1
overlap_error = np.max(np.abs(pairs[inside] / orbitals - overlap(t_box[inside])))
assert overlap_error < 0.01      # finite number of lattice points
box_results = []
for a in (0.2, 0.5):
    omega = 2 * a * kf_box
    safe_q2 = np.where(q2 > 0, q2, 1.0)
    w = np.where(q2 > 0, 4 * math.pi / safe_q2
                 * (1 - np.exp(-safe_q2 / (4 * omega**2))), math.pi / omega**2)
    energy_box = -np.sum(pairs * w) / (2 * orbitals * volume)
    f_box = energy_box / (-3 * kf_box / (4 * math.pi))
    assert abs(f_box / f_closed(a) - 1) < 5e-3   # finite-size error
    box_results.append((a, f_box, f_closed(a)))

# Closed form against real-space quadrature, and monotonic decrease
real_values = []
for a in (0.02, 0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    f_real = energy_real_space(1.0, 2 * a) / (-3 / (4 * math.pi))
    assert abs(f_real - f_closed(a)) < 1e-8
    real_values.append(f_real)
assert all(1 > x > y > 0 for x, y in zip(real_values, real_values[1:]))

# Remainder of the small-a polynomial: bound and leading behaviour
remainders = []
for text in ("0.5", "0.2", "0.1", "0.05"):
    a = mp.mpf(text)
    rest = f_momentum(a) - f_small(a)
    bound = 64 * a**6 * mp.exp(-1 / (4 * a**2))
    assert 0 < rest < bound
    remainders.append((text, rest, rest / bound))
ratios = [item[2] for item in remainders]
assert all(x < y for x, y in zip(ratios, ratios[1:])) and ratios[-1] > 0.97

# Large-a coefficients by exact integration, then bracketing partial sums
t = sp.symbols("t", positive=True)
for m in range(1, 7):
    moment = sp.integrate(sp.expand(t**(2 * m) * (1 - sp.Rational(3, 2) * t
                                                  + t**3 / 2)), (t, 0, 1))
    exact = sp.Rational(8, 3) * (-1)**(m + 1) * moment / sp.factorial(m)
    assert exact == large_coefficient(m)
for text in ("0.3", "0.5", "1", "2"):
    a = mp.mpf(text)
    reference = f_momentum(a)
    for terms in range(1, 7):
        difference = f_large(a, terms) - reference
        assert difference > 0 if terms % 2 else difference < 0
a = mp.mpf("0.3")
assert abs(f_large(a, 40) - f_momentum(a)) < mp.mpf(10)**(-25)

# Worked example: one omega, two densities
print("Plane waves in box: orbitals =", orbitals)
print(f"Largest overlap-fraction error in box = {overlap_error:.5f}")
for a, f_box, f_formula in box_results:
    print(f"a = {a:.1f}: F from box = {f_box:.5f}, closed form = {f_formula:.5f}")
omega = 0.3
print(f"omega = {omega:.1f} bohr^-1")
for r_s in (2.0, 20.0):
    n = 3 / (4 * math.pi * r_s**3)
    k_f = (3 * math.pi**2 * n)**(1 / 3)
    a = omega / (2 * k_f)
    full = -0.75 * (3 * n / math.pi)**(1 / 3)
    short = full * f_closed(a)
    direct = energy_real_space(k_f, omega)
    assert abs(short - direct) < 1e-9
    print(f"--- r_s = {r_s:.0f} bohr ---")
    print(f"n = {n:.6e} bohr^-3")
    print(f"kF = {k_f:.6f} bohr^-1")
    print(f"a = {a:.6f}")
    print(f"F(a) = {f_closed(a):.8f}")
    print(f"full exchange per electron = {full:.8f} hartree")
    print(f"short-range exchange per electron = {short:.8f} hartree")
    print(f"same, real-space quadrature = {direct:.8f} hartree")
    print(f"same, converted = {short * HARTREE_EV:.5f} eV")
    print(f"long-range part per electron = {full - short:.8f} hartree")
    if a < 0.3:
        parts = [omega / math.sqrt(math.pi),
                 -3 * omega**2 / (2 * math.pi * k_f),
                 omega**4 / (2 * math.pi * k_f**3)]
        names = ["omega^1", "omega^2", "omega^4"]
        total = full + sum(parts)
        assert abs(total - direct) < 1e-7
    else:
        parts = [-math.pi * n / (4 * omega**2),
                 k_f**5 / (80 * math.pi * omega**4),
                 -k_f**7 / (560 * math.pi * omega**6)]
        names = ["omega^-2", "omega^-4", "omega^-6"]
        total = sum(parts)
        assert abs(total - direct) < 2e-9
    for name, part in zip(names, parts):
        print(f"term in {name} = {part:.4e} hartree")
    print(f"energy from expansion = {total:.8f} hartree")

print("--- a, F, small-a polynomial, three large-a terms ---")
for a in (0.1, 0.2, 0.3, 0.5, 1.0, 2.0):
    print(f"{a:.1f}  {f_closed(a):.7f}  {f_small(a):.7f}  {f_large(a, 3):.7f}")
print("--- a, small-a remainder R, R / bound ---")
for text, rest, ratio in remainders:
    print(text, mp.nstr(rest, 5), mp.nstr(ratio, 5))

# Cancellation in the closed form at large a
a = 1000.0
series_value = f_large(a, 6)
double_value = f_closed(a)
precise_value = f_momentum(mp.mpf(1000))
assert abs(series_value / float(precise_value) - 1) < 1e-12
assert abs(double_value / series_value - 1) > 0.5
print(f"a = 1000: closed form in double precision = {double_value:.4e}")
print(f"a = 1000: large-a series = {series_value:.8e}")
print("PASS")
```

It prints:

```
Plane waves in box: orbitals = 14147
Largest overlap-fraction error in box = 0.00179
a = 0.2: F from box = 0.35762, closed form = 0.35763
a = 0.5: F from box = 0.09655, closed form = 0.09655
omega = 0.3 bohr^-1
--- r_s = 2 bohr ---
n = 2.984155e-02 bohr^-3
kF = 0.959579 bohr^-1
a = 0.156319
F(a) = 0.45026856
full exchange per electron = -0.22908265 hartree
short-range exchange per electron = -0.10314871 hartree
same, real-space quadrature = -0.10314871 hartree
same, converted = -2.80682 eV
long-range part per electron = -0.12593393 hartree
term in omega^1 = 1.6926e-01 hartree
term in omega^2 = -4.4782e-02 hartree
term in omega^4 = 1.4590e-03 hartree
energy from expansion = -0.10314871 hartree
--- r_s = 20 bohr ---
n = 2.984155e-05 bohr^-3
kF = 0.095958 bohr^-1
a = 1.563185
F(a) = 0.01119586
full exchange per electron = -0.02290826 hartree
short-range exchange per electron = -0.00025648 hartree
same, real-space quadrature = -0.00025648 hartree
same, converted = -0.00698 eV
long-range part per electron = -0.02265179 hartree
term in omega^-2 = -2.6042e-04 hartree
term in omega^-4 = 3.9965e-06 hartree
term in omega^-6 = -5.8412e-08 hartree
energy from expansion = -0.00025648 hartree
--- a, F, small-a polynomial, three large-a terms ---
0.1  0.6062790  0.6062790  29.5634921
0.2  0.3576304  0.3576246  0.6246900
0.3  0.2172861  0.2156369  0.2310732
0.5  0.0965494  -0.0299385  0.0968254
1.0  0.0267721  -6.3932103  0.0267733
2.0  0.0068799  -147.1197539  0.0068799
--- a, small-a remainder R, R / bound ---
0.5 0.12649 0.34383
0.2 5.8115e-6 0.73497
0.1 8.1054e-16 0.91192
0.05 3.6302e-50 0.97584
a = 1000: closed form in double precision = 5.4932e-04
a = 1000: large-a series = 2.77777767e-08
PASS
```
